# Displacement-Preserving Finite Volumes for a Graded Semiconductor Contact

## Result

Consider a planar semiconductor in equilibrium with a metal at $x=0$. Its electron affinity $\chi$, gap $G$, band masses and relative permittivity $\kappa$ depend on position through a composition $y(x)$. Let mesh nodes $x_i$ lie on every abrupt change of composition, and let $h_\pm$ be the lengths of the elements to the right and left of node $i$. The scheme is

$$
\bar D_+-\bar D_-=4\pi Q_i,\qquad
\bar D_+=-\frac{\phi_{i+1}-\phi_i}{S_+},\qquad
\bar D_-=-\frac{\phi_i-\phi_{i-1}}{S_-},
$$

$$
S_\pm=\int_{\pm}\frac{dx}{\kappa},\qquad
Q_i=\tfrac12h_-\rho(\phi_i,y_-)+\tfrac12h_+\rho(\phi_i,y_+).
\tag{1}
$$

The integrals run over the two elements, and $y_\pm$ are the compositions on the two sides of the node. This scheme has one solution, gives each node a single electric displacement even where $\kappa$ jumps, and has a potential error of order $h^2$, where $h$ is the largest element length.

## The continuous problem

Hartree atomic units are used, the electron charge is $-1$, and the Fermi level is the zero of energy. The local vacuum level is $-\phi$, so the band edges are

$$
E_c=-\phi-\chi,\qquad E_v=E_c-G .
$$

With thermal energy $T$, parabolic bands and fully ionized donors of density $N_d$,

$$
n=N_cF_{1/2}(-E_c/T),\quad p=N_vF_{1/2}(E_v/T),\quad \rho=p-n+N_d,
$$

where $N_{c,v}=2(mT/2\pi)^{3/2}$ with the mass $m$ of the band concerned, and

$$
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt\epsilon\,d\epsilon}{1+e^{\epsilon-\eta}} .
$$

The equations to solve are

$$
D=-\kappa\phi',\qquad D'=4\pi\rho. \tag{2}
$$

Without an interface dipole $\phi$ is continuous, and without an interface sheet charge $D$ is continuous. The field $E=-\phi'=D/\kappa$ then jumps where $\kappa$ jumps, and $E_c$ jumps where $\chi$ jumps. A known sheet charge $\sigma$ would be added to $Q_i$, and $D$ would step by $4\pi\sigma$.

The metal fixes $E_c(0)=B$, so $\phi(0)=-B-\chi(0)$. The far end is neutral, $\rho(\phi(L))=0$, and must lie many screening lengths from the last change of composition.

Expanding (2) gives $-\kappa\phi''-\kappa'\phi'=4\pi\rho$. If the term $\kappa'\phi'$ is dropped, a charge-free graded layer acquires a constant field and hence a displacement proportional to $\kappa$, although $D$ should be constant there. Keeping $D$ as the flux avoids this error.

## An exact relation between three nodes

Define a weight $w_i$ that rises from 0 to 1 across the left element and falls back to 0 across the right one, linearly in $\int dx/\kappa$:

$$
w_i=\frac1{S_-}\int_{x_{i-1}}^{x}\frac{dx'}{\kappa}\ \text{(left)},\qquad
w_i=\frac1{S_+}\int_x^{x_{i+1}}\frac{dx'}{\kappa}\ \text{(right)}.
$$

Its slope is $1/(\kappa S_-)$ on the left and $-1/(\kappa S_+)$ on the right. Since $D/\kappa=-\phi'$, integration by parts gives on the left

$$
\int_- w_iD'\,dx=D(x_i)-\frac1{S_-}\int_-\frac D\kappa\,dx
=D(x_i)+\frac{\phi_i-\phi_{i-1}}{S_-}=D(x_i)-\bar D_-,
$$

and on the right

$$
\int_+ w_iD'\,dx=-D(x_i)+\frac1{S_+}\int_+\frac D\kappa\,dx=-D(x_i)+\bar D_+ .
$$

Because $D$ is continuous, $D(x_i)$ cancels in the sum. With $D'=4\pi\rho$,

$$
\bar D_+-\bar D_-=4\pi\int w_i\rho\,dx. \tag{3}
$$

This relation is exact for variable $\kappa$ and for a jump of $\kappa$ at the node. The scheme (1) approximates only the charge integral.

If $\kappa$ is linear in an element of length $h$, with end values $\kappa_L$ and $\kappa_R$, then

$$
S=\frac{h}{\kappa_R-\kappa_L}\ln\frac{\kappa_R}{\kappa_L},
$$

which tends to $h/\kappa$ as the end values merge. The permittivity to use in the flux is therefore $h/S$, the value for layers in series.

## Displacement at a node

Applying Gauss's law to the half element on each side gives two estimates of the nodal displacement,

$$
D_i^-=\bar D_-+2\pi h_-\rho(\phi_i,y_-),\qquad
D_i^+=\bar D_+-2\pi h_+\rho(\phi_i,y_+).
$$

Their difference is

$$
D_i^+-D_i^-=\bar D_+-\bar D_--4\pi Q_i ,
$$

so (1) is the statement $D_i^+=D_i^-$. The two fields at the node are $D_i/\kappa_-$ and $D_i/\kappa_+$.

At the metal only $D_0^+$ exists, and at the far end only $D_N^-$. Adding all half elements makes the interior displacements cancel in pairs:

$$
D_N-D_0=4\pi\sum_{i=0}^{N}Q_i,
$$

where an end node has one half element. The field inside the metal vanishes, so $D_0=4\pi\sigma_m$, with $\sigma_m$ the metal surface charge. When $D_N$ is negligible, the metal and semiconductor charges cancel.

## Uniqueness and solution

Let $P$ satisfy $\partial P/\partial\phi=n-p$, and define

$$
J=\sum_e\left\{\frac{(\Delta\phi_e)^2}{8\pi S_e}
+\frac{h_e}{2}\big[g(\phi_L,y_L)+g(\phi_R,y_R)\big]\right\},
\qquad g=P-N_d\phi ,
$$

where $L$ and $R$ denote the ends of element $e$ and $\Delta\phi_e=\phi_R-\phi_L$. Since $\partial g/\partial\phi=-\rho$, differentiation with respect to an interior value gives

$$
\frac{\partial J}{\partial\phi_i}=\frac{1}{4\pi}\left(\frac{\phi_i-\phi_{i-1}}{S_-}-\frac{\phi_{i+1}-\phi_i}{S_+}\right)-Q_i
=\frac{\bar D_+-\bar D_-}{4\pi}-Q_i .
$$

The zeros of this gradient are the solutions of (1). Raising $\phi$ raises $n$ and lowers $p$, so $\partial\rho/\partial\phi<0$ and $g$ is convex. With both end potentials fixed, the quadratic part of $J$ is strictly convex and grows faster than any linear term. Hence $J$ has one minimum and (1) has one solution.

Newton's step $\delta$ solves a tridiagonal system with a positive definite matrix, so $\delta\cdot\nabla J<0$ away from the solution. The step is halved, if necessary, until

$$
J(\phi+t\delta)\le J(\phi)+10^{-4}\,t\,\delta\cdot\nabla J .
$$

Every accepted step therefore lowers $J$. Since $J$ is smooth and strictly convex and grows without bound in every direction, the iteration converges from any starting potential.

## Error of the potential

Suppose that $\rho$ along the true solution is twice differentiable inside each element, with bounded derivatives, and that $\kappa$ is positive with a bounded slope there. In the element between nodes $i$ and $i+1$ write

$$
\int_e w_i\rho\,dx=\frac h2\rho(x_i^+)+a_e,\qquad
\int_e w_{i+1}\rho\,dx=\frac h2\rho(x_{i+1}^-)+b_e .
$$

Each weight integrates to $h/2+O(h^2)$, and $\rho$ differs from its end value by $O(h)$, so $a_e$ and $b_e$ are $O(h^2)$. The two weights add to one inside the element. Therefore

$$
c_e\equiv a_e+b_e=\int_e\rho\,dx-\frac h2\left[\rho(x_i^+)+\rho(x_{i+1}^-)\right]=O(h^3),
$$

the error of the trapezoidal rule.

Let $\varepsilon_i$ be the computed minus the true potential, with $\varepsilon_0=\varepsilon_N=0$. Subtract (3) from (1), multiply by $\varepsilon_i$ and sum over the nodes. Rearranging the flux terms by elements gives

$$
\sum_e\frac{(\Delta\varepsilon_e)^2}{S_e}
=4\pi\sum_i\varepsilon_i\,[Q_i(\phi_i)-Q_i(\phi(x_i))]
-4\pi\sum_e(a_e\varepsilon_i+b_e\varepsilon_{i+1}).
$$

The first sum on the right is not positive, because $Q_i$ decreases with potential. In the second, $b_e=-a_e+c_e$. Hence

$$
A^2\equiv\sum_e\frac{(\Delta\varepsilon_e)^2}{S_e}
\le4\pi\sum_e\left(a_e\Delta\varepsilon_e-c_e\varepsilon_{i+1}\right). \tag{4}
$$

Let $S_t=\sum_eS_e$. The Cauchy inequality gives two bounds:

$$
\max_i|\varepsilon_i|\le\sum_e|\Delta\varepsilon_e|\le\sqrt{S_t}\,A,\qquad
\sum_e|a_e\Delta\varepsilon_e|\le\Big(\sum_ea_e^2S_e\Big)^{1/2}A=O(h^2)A .
$$

Also $\sum_e|c_e|=O(h^2)$, since the number of elements grows as $1/h$ on meshes of comparable element lengths. The right side of (4) is thus $O(h^2)A$. It follows that $A=O(h^2)$ and $\max|\varepsilon_i|=O(h^2)$.

A jump of composition inside an element spoils the trapezoidal estimate: $c_e$ can then be $O(h)$ there, and the argument guarantees first order only, even with the exact $S_e$. This is why a node belongs on each abrupt junction.

## Worked example

The following round model parameters describe no particular material. A 200 bohr narrow-gap layer ($y=0$) touches the metal. A linear grade of width $w$ leads to a 2000 bohr wide-gap layer ($y=1$). In hartree and relative units,

$$
\chi=0.18-0.03y,\quad \kappa=16-4y,\quad G=0.015+0.035y,\quad m_e=0.03+0.04y .
$$

The hole mass is 0.4, $N_d=1.5\times10^{-7}$ bohr$^{-3}$, $B=0.002$ hartree, and the temperature is 300 K, so $T=9.500\times10^{-4}$ hartree. Fermi integrals are evaluated with $\epsilon=t^2$ and the trapezoidal rule in $t$, with spacing 0.1 up to $t=12$. Neutrality of the wide layer, solved by root finding, gives $\phi_b=-0.14855$ and $E_c=-0.00145$ hartree.

The maximum nodal error below is relative to an adaptive collocation solution of (2), with $\phi$ and $D$ matched between layers.

| $h$ (bohr) | error, $w=0$ (hartree) | error, $w=400$ bohr (hartree) |
|---|---|---|
| 20 | $1.86\times10^{-5}$ | $9.59\times10^{-6}$ |
| 10 | $4.66\times10^{-6}$ | $2.40\times10^{-6}$ |
| 5 | $1.17\times10^{-6}$ | $6.01\times10^{-7}$ |

Halving $h$ divides each error by about four, for the abrupt junction as well as for the grade. At $h=5$ bohr the larger error is about $0.1\%$ of $T$. That mesh is used for the results up to the long-grade limit.

### The abrupt junction

For $w=0$ the junction potential is $\phi_J=-0.17093$ hartree. The band edge there is

$$
0.17093-0.18=-0.00907\ \text{(narrow)},\qquad
0.17093-0.15=0.02093\ \text{hartree (wide)}.
$$

The displacement on this mesh is $D_J=-9.766\times10^{-4}$ (it tends to $-9.765\times10^{-4}$ as $h\to0$), which gives fields of $-6.104\times10^{-5}$ and $-8.138\times10^{-5}$ atomic units on the narrow and wide sides. Their ratio is $12/16$.

This displacement can be understood from a first integral. In a uniform layer,

$$
\frac{d}{dx}\frac{D^2}{8\pi\kappa}=\frac{DD'}{4\pi\kappa}=\frac{D\rho}{\kappa}=-\rho\phi' .
$$

Integrating to the bulk, where $D=0$, yields

$$
D_J^2=8\pi\kappa\int_{\phi_J}^{\phi_b}\rho\,d\phi .
$$

Numerical quadrature again gives $|D_J|=9.766\times10^{-4}$. Full depletion, $\rho=N_d$, would give

$$
|D_J|\approx\sqrt{8\pi(12)(1.5\times10^{-7})(0.02238)}=1.006\times10^{-3},
$$

which is 3% larger, because the remaining electrons cancel part of the donor charge.

If $E$ instead of $D$ is made continuous at the junction, the collocation solution has a peak lower by $0.00206$ hartree, about 10% of its height. This is an error of the equations being solved, so mesh refinement cannot remove it.

### Widening the grade

The highest $E_c$ beyond the narrow layer is as follows.

| $w$ (bohr) | peak $E_c$ (hartree) | peak $E_c$ (eV) |
|---|---|---|
| 0 | 0.02093 | 0.570 |
| 200 | 0.01010 | 0.275 |
| 400 | 0.00416 | 0.113 |
| 800 | 0.00077 | 0.021 |
| 1600 | $-0.00046$ | $-0.012$ |

From $w=800$ bohr onward the peak is below the prescribed 0.002 hartree at the metal, which grading cannot change.

The profile for $w=400$ bohr shows how charge changes sign. At $x=100$, 200 and 600 bohr the electron densities are $7.4\times10^{-8}$, $2.7\times10^{-7}$ and $8.6\times10^{-10}$ bohr$^{-3}$. Compared with $N_d$, these mean depletion near the metal, accumulation at the start of the grade and strong depletion at its end. The peak lies at that end, $x=600$ bohr.

## The limit of a long grade

Let $\phi_n(x)$ be the potential that would make each point neutral, and put $\delta=\phi-\phi_n$. For $|\delta|\ll T$, $\rho\approx-|\rho_\phi|\delta$, where $\rho_\phi=\partial\rho/\partial\phi$. Near the wide end of a long grade, $\kappa$ and $\rho_\phi$ have nearly their bulk values, and (2) becomes, to leading order in $1/w$,

$$
\delta''=\frac{\delta}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\kappa}{4\pi|\rho_\phi|}}=102.2\ \text{bohr}
$$

on each side of the end point $x_e$. There $\phi_n'$ drops from $s$ to zero. Since $\kappa$ and $D$ are continuous, so is $\phi'$, and $\delta'$ must rise by $s$. The decaying solution $\delta=Ce^{-|x-x_e|/\lambda}$ has a slope jump $-2C/\lambda$, so $C=-s\lambda/2$. The band edge at the end of the grade lies above its bulk value by

$$
\Delta E=\frac{s\lambda}{2}. \tag{5}
$$

To find $s$, use $\phi_n=-\chi+T\eta$ with $N_cF_{1/2}(\eta)=N_d$, holes being negligible in the bulk. Differentiating the logarithm of this condition gives

$$
\frac{d\eta}{dy}=-\frac32\,\frac{1}{m_e}\frac{dm_e}{dy}\,\frac{F_{1/2}}{F_{1/2}'} .
$$

The same ratio appears in $\lambda^2=(\kappa T/4\pi N_d)(F_{1/2}/F_{1/2}')$, so it equals $102.21^2/6048=1.727$. At $y=1$,

$$
\frac{d\phi_n}{dy}=0.03-T\left(\tfrac32\right)\frac{0.04}{0.07}(1.727)=0.0286\ \text{hartree}.
$$

With $s=0.0286/w$, (5) gives $\Delta E\approx1.46/w$ hartree for $w$ in bohr.

On a mesh with $h=16$ bohr, the computed excess is $1.1490\times10^{-4}$ hartree at $w=12800$ bohr and $5.718\times10^{-5}$ at $w=25600$ bohr. These exceed (5) by 0.65% and 0.17%. The difference falls by nearly four, although corrections of relative order $1/w$ should halve. The mesh accounts for this. In the discrete equation, $\delta_j=Cr^{|j|}$, with $j$ counted from the end point and $q=h/\lambda$, where

$$
r=1+\frac{q^2}{2}-q\sqrt{1+\frac{q^2}{4}},\qquad
\frac{2C(r-1)}{h}=\frac{hC}{\lambda^2}+s .
$$

Inserting $r$ gives $C=-(s\lambda/2)/\sqrt{1+q^2/4}$. For $q=0.157$ the mesh lowers the excess by 0.31%. Relative to this discrete law the differences are 0.96% and 0.47%, which do halve.

At $w=1600$ bohr, (5) predicts $9.1\times10^{-4}$ hartree, while the peak is $9.9\times10^{-4}$ above the bulk edge. At $w=400$ bohr the values are $3.7\times10^{-3}$ and $5.6\times10^{-3}$. There the excess is several times $T$, and the linearization fails.

## Limits of the physical model

The local density omits confinement. In the narrow layer at the abrupt junction, a field $E$ sets a quantum length $(2m_e|E|)^{-1/3}\approx65$ bohr and an energy of about $65|E|=0.004$ hartree, roughly $4T$. Confinement is therefore not negligible there. The concern is not limited to that junction. The thermal wavelength $\sqrt{2\pi/m_eT}$ is about 470 bohr in the narrow material and 310 bohr in the wide one, longer than the 200 bohr layer and than $\lambda$. As an estimate, effective-mass states on the computed $w=400$ bohr profile, without self-consistency, give roughly 12% less density than the local formula at $x=200$ bohr and about four times more at $x=600$ bohr. A wave-vector-dependent (Lindhard) response in place of the local one raises the coefficient in (5) by about 2%, more than the $1/w$ corrections found above. The band edge is also 0.009 hartree below the Fermi level, comparable with the 0.015 hartree gap, which makes a parabolic band doubtful. A small mesh error does not reduce these model errors.

The peak of $E_c$ is not a contact resistance. That quantity also requires a transport model, including tunnelling through the barrier.
